Kinetic Monte Carlo for the diffusivity and lifetime of donor-vacancy pairs in germanium

A continuum simulation of donor diffusion in germanium has to decide whether a donor-vacancy pair is a mobile species with its own transport equation, or whether each pairing is a local event that shifts the donor a little. The decision depends on how far the pair carries the donor before it breaks up. That length is √(6Dτ), with D the pair diffusivity and τ the dissociation lifetime, and it must be compared with the mesh spacing or the width of the doping profile. Both quantities can be taken from one set of kinetic Monte Carlo trajectories, provided that "dissociated" and "diffusivity" are defined first.

**The model**

Energies are in eV, times in ns and lengths in nm, since atomic units are unnatural for thermally activated hops. The cell edge is a = 0.57 nm, a rough size for germanium. Site coordinates are integers in units of a/4. With the donor at the origin, the vacancy's first three shells have squared distances 3, 8 and 11 and contain 4, 12 and 12 sites. The bond length is d = √3 a/4 = 0.2468 nm, so d² = 0.0609 nm².

The pair energies in these shells are −0.50, −0.35 and −0.25 eV, and zero farther out. A vacancy hop from site i to a neighbour j has the rate

k_ij = ν₀ exp{−[E_m + (E_j − E_i)/2]/kT}.

The ratio k_ij/k_ji is exp[−(E_j − E_i)/kT], as detailed balance requires. We take ν₀ = 10⁴ per ns, E_m = 0.60 eV and T = 900 K, where kT = 0.07756 eV. From the first shell the vacancy can also exchange with the donor over a barrier of 0.55 eV, at the rate w = 8.320 per ns. These are round model parameters, not those of a particular donor. Changes of charge state, interstitials and other defects are left out.

**A pair small enough to solve by hand**

Let the pair count as dissociated as soon as the vacancy leaves the first two shells. Put the vacancy at (1,1,1). One of its neighbours is the donor; the other three are second-shell sites. The barrier to each of these is 0.60 + (−0.35 + 0.50)/2 = 0.675 eV, which gives 1.660 per ns. The total event rate is

W = 8.320 + 3 × 1.660 = 13.30 per ns.

One Monte Carlo step chooses an event with probability rate/W. Draw a uniform number, say 0.70, and form 0.70 W = 9.31. This exceeds 8.320 but not 8.320 + 1.660, so the first of the three hops is taken. The waiting time follows from the probability exp(−Wt) that nothing has happened by time t. Setting it equal to a second uniform number u gives t = −ln(u)/W; for u = 0.50 the clock advances by 0.052 ns.

From the second-shell site (2,2,0) the neighbours are (1,1,1), (3,1,−1), (1,3,−1) and (3,3,1). The return rate is 11.485 per ns, and the loss rate is 2 × 2.292 + 0.457 = 5.041 per ns. The vacancy is therefore lost with probability

p = 5.041/(11.485 + 5.041) = 0.305,

and otherwise returns to the first-shell site it came from. Excursions start at rate 3 × 1.660 = 4.981 per ns, so time spent in the first shell ends for good at rate κ = 4.981 × 0.305 = 1.519 per ns. The mean time there is t₁ = 1/κ = 0.658 ns. On average 1/p excursions occur, each lasting 1/16.526 ns, which adds 0.198 ns. Hence τ = 0.857 ns.

The donor can only jump back and forth over one bond, because the vacancy never reaches another side of it. Let P be the probability that the donor ends displaced. The first decisive event is an exchange with probability w/(w + κ). The donor is then displaced, and by symmetry it ends in that new position with probability 1 − P. So

P = [w/(w + κ)](1 − P).

Multiplying by w + κ and collecting P gives

P = w/(2w + κ) = w t₁/(1 + 2w t₁).

With w t₁ = 5.48 this is 0.458. A simulation confined to two shells gives ⟨R²⟩/d² = 0.465 ± 0.011.

The quotient ⟨R²⟩/(6τ) is now 0.458 × 0.0609/(6 × 0.857) = 0.0054 nm²/ns, although this pair cannot migrate at all. The quotient measures a diffusivity only if the pair lives long enough for real migration to outweigh the flicker over one bond.

**What real migration needs**

To move the donor onward, the vacancy must reach a different first-shell site, and for this it has to go beyond the second shell. The shortest way is around a six-membered ring:

(0,0,0) donor → (1,1,1) → (2,2,0) → (3,1,−1) → (2,0,−2) → (1,−1,−1).

The site (3,1,−1) is in the third shell, so the bound region must include that shell. We now call the pair dissociated when the vacancy first passes a capture radius R_c, and take R_c = 1.5a, which encloses 122 sites. The general algorithm is:

1. Start with the vacancy in the first shell, the clock at zero and the donor displacement R = 0.
2. List the four neighbours of the vacancy and their rates; if one of them is the donor, its rate is w.
3. Choose an event with probability rate/W and add −ln(u)/W to the clock.
4. Move the vacancy. In an exchange, also add the donor's jump to R.
5. If the vacancy is beyond R_c, record the lifetime t and R², and stop. Otherwise return to step 2.

Over N independent pairs the estimates are

τ = Σt/N,  D_life = ΣR²/(6Σt).

R² and t are correlated within a pair. The standard error of D_life therefore comes from the residuals e = R² − 6D_life t, as std(e)/(6τ√N).

**The lifetime in general**

The estimates can be checked without random numbers. Let r be the vacancy position minus the donor position, and let σ = ±1 label the donor's sublattice. The sites around a donor on one sublattice are the inverted image of those around a donor on the other, so ρ = σr runs over the same set of sites in both cases. In an exchange r becomes −r and σ becomes −σ. Thus ρ does not change, while the donor moves by σρ.

Let τ(ρ) be the mean remaining life. The mean wait plus the mean life after the next event gives, with W the total rate,

τ(ρ) = 1/W + Σ (rate/W) τ(after).

Multiply by W and subtract Wτ(ρ). The exchange term cancels because it leaves ρ unchanged, so that

Σ k(ρ→ρ′)[τ(ρ′) − τ(ρ)] = −1, or −Lτ = 1.

Here L is the generator of vacancy hops, with τ = 0 beyond R_c. The exchange rate is absent, so in this model the lifetime does not depend on it. The same argument, counting only time in the first shell, gives −Lt₁ = P₁, where P₁ is one on that shell and zero elsewhere.

**The donor displacement in general**

Let u(ρ,σ) be the mean future displacement of the donor. Balancing all events gives

Lu + wP₁[σρ + u(ρ,−σ) − u(ρ,σ)] = 0.

Changing σ at fixed ρ inverts the real configuration, so u changes sign and can be written u = σv(ρ). The bracket becomes σ(ρ − 2v), and

−Lv = wP₁(ρ − 2v).

Threefold rotation about the donor-vacancy bond leaves the rates unchanged, so on the first shell v must point along ρ. Write v = γρ there; γ is the same for all four sites. The source is then w(1 − 2γ)P₁ρ. By the same symmetry (−L)⁻¹P₁ρ equals gρ on the first shell, which defines a time g. Therefore

γ = wg(1 − 2γ), γ = wg/(1 + 2wg), 1 − 2γ = 1/(1 + 2wg).

The time g is the integral, over the pair's life, of the mean cosine between the initial and current directions of ρ, counted while the vacancy is in the first shell. It tells how long the pair remembers its orientation. In the two-shell pair the orientation never changes, so g = t₁, and the earlier result for P returns.

For the second moment m = ⟨R²⟩, an exchange displaces the donor by σρ, and the mean displacement afterwards is −σγρ. Squaring the sum gives d² − 2γd² plus the later second moment. Hence

−Lm = w d²(1 − 2γ)P₁,
⟨R²⟩ = w t₁ d²/(1 + 2wg),
D_life = (d²/6)(t₁/τ) w/(1 + 2wg).

The factors have separate meanings: t₁/τ is the fraction of life in which exchange is possible, w is its rate, and f = 1/(1 + 2wg) is the correlation factor, which discounts exchanges that undo one another. If 2wg ≪ 1, the pair usually reorients or breaks up before the next exchange, and D_life is proportional to w. If 2wg ≫ 1, the exchange rate drops out and D_life approaches the ceiling d²t₁/(12gτ), set by the vacancy's motion around the donor.

**Reading the example**

For R_c = 1.5a the linear equations give τ = 26.43 ns, t₁ = 16.91 ns and g = 0.955 ns. Then w t₁ = 140.7 exchanges per life and 2wg = 15.89, so f = 1/16.89 = 0.0592. The 140.7 exchanges move the donor as far as 140.7 × 0.0592 = 8.33 independent jumps would:

⟨R²⟩ = 8.33 × 0.0609 nm² = 0.507 nm²,
D_life = 0.507/(6 × 26.43) = 0.00320 nm²/ns.

From 12000 simulated pairs, τ = 26.31 ± 0.24 ns and D_life = 0.00314 ± 0.00003 nm²/ns. In common units these are 2.6 × 10⁻⁸ s and 3.1 × 10⁻⁸ cm²/s. The simulated diffusivity is 1.8 standard errors below the calculated one, inside the four standard errors allowed in the test.

The ceiling is 0.00340 nm²/ns, so D_life already stands at 94% of it. A lower exchange barrier could raise it by about 6% at most. Raising the barrier to 0.75 eV lowers the simulated value to 0.00190 ± 0.00004 nm²/ns, while the lifetime, 26.4 ± 0.4 ns, agrees with the earlier one. An accurate exchange barrier therefore matters little at 0.55 eV and much more at 0.75 eV.

**A diffusivity free of the start and the end**

D_life includes the flicker and the last moments before break-up. Pairs that have survived for a while have a diffusivity D_s of their own. Let A(ρ,σ,t) be the mean of exp(ik·R) over trajectories starting from (ρ,σ), counting those broken up by time t as zero. It obeys

∂A/∂t = LA + wP₁[e^{iσk·ρ}A(ρ,−σ) − A(ρ,σ)].

At late times A varies as exp(λt), with λ = −ν − D_s k² at small k. Dividing by the value at k = 0 leaves exp(−D_s k²t) times a constant amplitude, so the survivors' ⟨R²⟩ grows as 6D_s t plus a constant.

To find D_s, let h be the slowest mode, Lh = −νh, and π its left partner, with Σπh = 1. Expand the mode as h + iσk·v_s plus second-order terms. There is no first-order shift of λ, because the first-order source is odd in σ. The terms linear in k give

(−L − ν)v_s = wP₁(ρh − 2v_s).

This is the earlier equation with −L − ν in place of −L. Since h is constant on the first shell, v_s = γ_sρh there, and 1 − 2γ_s = 1/(1 + 2wg_s). The inverse that defines g_s is taken without the mode h, to which the vector source is orthogonal.

Now project the second-order terms on π and average over σ. The second-order part of the mode drops out: π removes L + ν, and the average removes the exchange difference. What remains is

−D_s k² = w Σ πP₁[−(k·ρ)²h/2 + (k·ρ)(k·v_s)]
= −(w/2)(1 − 2γ_s) Σ πhP₁(k·ρ)².

The mean of (k·ρ)² over the four bonds is k²d²/3. With p₁ = ΣπhP₁,

D_s = (d²/6) p₁ w/(1 + 2wg_s).

This gives 0.00308 nm²/ns, and direct diagonalization at a small wavevector gives the same value. From trajectories, D_s is the slope of the survivors' mean square displacement, here between 10 and 40 ns:

D_s = (0.754 − 0.210)/(6 × 30) = 0.0030 nm²/ns,

with a standard error of 0.00007. The mean residual life of pairs that have reached 10 ns gives 1/ν = 26.2 ± 0.3 ns, against 26.2 ns from the eigenvalue.

At this capture radius D_life is 4% above D_s. The sign of the difference is not general: at R_c = 3a the same formulas put D_life 0.3% below D_s.

**How the capture radius enters**

A larger R_c can only delay the exit of a given trajectory, so τ must grow. At R_c = 0.83a, just enclosing the third shell, τ is 4.2 ns; at 1.5a, 2a and 3a it is 26, 37 and 48 ns. The first step is large because a vacancy just outside the third shell is usually drawn back. The hop out to (4,0,0) has the rate 0.871 per ns. In this barrier model the product of forward and backward rates is the square of the free hop rate, 4.367 per ns, so the return rate is 4.367²/0.871 = 21.9 per ns. Two of the four neighbours of (4,0,0) are third-shell sites and two lie farther out, so the next hop leads back with probability 21.9/(21.9 + 4.4) = 0.83. This is the most favourable exit site: from the sites at squared distances 19 and 24 the same probability is 0.76 and 0.63, and the mean over all exits is about 0.75.

The survivor diffusivity is far less sensitive: 0.00284 nm²/ns at 0.83a, and between 0.00307 and 0.00308 for the three larger radii. At 0.83a, D_life is 0.00374, about 32% above D_s. At still larger radii both diffusivities fall, because the vacancy spends more of the counted life away from the donor. D_life falls much faster at first: from 3a to 6a it drops by about 12% and D_s by about 3%. By 19a D_s too has fallen to half its value. A pair diffusivity should therefore be quoted as D_s at a moderate R_c, or as D_life after checking that the two agree. A lifetime has a meaning only together with its R_c, and a rate equation that uses it must count pair formation and recapture with the same radius.

**Back to the decision**

At 900 K and R_c = 1.5a the donor moves √0.507 = 0.71 nm per pairing. At 800 K the pair diffuses more slowly, 0.0010 nm²/ns, but lives 136 ns and carries the donor 0.91 nm; at 1000 K the distance is 0.59 nm. Over this range the lifetime falls faster than the diffusivity rises.

For these parameters, a profile tens of nm wide does not resolve the path of a single pair. Pairing can then be treated as a local event with mean square displacement ⟨R²⟩, provided R_c is large enough that the same vacancy seldom returns. At 1.5a this is not so: about 60% of the vacancies that pass this radius come back to the first shell. The distance per encounter therefore grows with R_c, to √(6 × 0.003057 × 48.2) = 0.94 nm at 3a and to about 1.1 nm beyond 10a, which is still far below such a profile width. A separate transport equation becomes necessary when √(6Dτ), or √(2Dτ) along one depth coordinate, is comparable to the profile width. This criterion concerns the donor's displacement only. A local diffusive description also needs many pairings per donor during the anneal, and the vacancies carried by the pair flux must still be accounted for. A lower temperature lengthens this path, and so does stronger binding in all three shells. Deepening the first shell alone does little here, because it slows the reorientation of the pair as well as its break-up. The picture itself fails when a second donor or vacancy commonly lies within R_c, or when the pair changes charge state during its life, because the rates then no longer depend on ρ alone. The numerical output lists the rates and both tables in full.

Values computed for the example and the checks

```
cell edge (rough) 0.57 nm; bond length 0.2468 nm
temperature 900 K; kT 0.07756 eV
attempt frequency 10000 1/ns
shell energies 1,2,3: [-0.5, -0.35, -0.25] eV
host barrier 0.6 eV; exchange barrier 0.55 eV
sites in shells 1,2,3: [4, 12, 12]
capture radius 1.50 a; bound sites 122
free vacancy hop rate, per neighbour 4.3666 1/ns
exchange rate wx 8.3202 1/ns
hop rate, squared distance 3->8 (a/4)^2: 1.6602 1/ns
hop rate, squared distance 8->3 (a/4)^2: 11.4850 1/ns
hop rate, squared distance 8->11 (a/4)^2: 2.2917 1/ns
hop rate, squared distance 11->8 (a/4)^2: 8.3202 1/ns
hop rate, squared distance 8->19 (a/4)^2: 0.4573 1/ns
hop rate, squared distance 11->16 (a/4)^2: 0.8713 1/ns
simulated pairs 12000; events per pair 389.4
lifetime tau: KMC 26.314 +- 0.239 ns, linear algebra 26.431 ns
time in first shell t1 16.905 ns; fraction 0.6396
orientation memory time g 0.9549 ns; 2 wx g 15.8899
exchanges per life: KMC 140.18 +- 1.29, wx t1 140.65
correlation factor: KMC 0.0581, formula 0.0592
mean R^2 at dissociation: KMC 0.4958 nm^2, formula 0.5073 nm^2
D_life: KMC 0.003140 +- 0.000033 nm^2/ns, formula 0.003199 nm^2/ns
D_life converted: KMC 3.140e-08 cm^2/s; tau converted: KMC 2.631e-08 s
fast-exchange ceiling of D_life 0.003400 nm^2/ns
survivor lifetime 1/nu: KMC 26.210 +- 0.289 ns, eigenvalue 26.208 ns
survivors at 10 and 40 ns: 8221, 2633
their mean R^2: 0.2095 +- 0.0022, 0.7540 +- 0.0121 nm^2
D_surv: KMC slope 0.003025 +- 0.000068 nm^2/ns, formula 0.003076 nm^2/ns
D_surv by diagonalization 0.003076 nm^2/ns; D_life/D_surv 1.0399
exchange barrier 0.75 eV: KMC tau 26.400 +- 0.408 ns
  D_life: KMC 0.001900 +- 0.000035 nm^2/ns, formula 0.001859 nm^2/ns
two shells only: mean R^2/d^2 KMC 0.4650 +- 0.0112, formula 0.4582
capture radius (a), tau (ns), 1/nu (ns), D_life, D_surv (nm^2/ns)
  0.829  4.187  4.097  0.003735  0.002835
  1.500  26.431  26.208  0.003199  0.003076
  2.000  36.590  36.103  0.003147  0.003081
  3.000  48.212  46.780  0.003057  0.003066
T (K), tau (ns), D_life (nm^2/ns), rms R at dissociation (nm)
  800  135.872  0.001018  0.9111
  900  26.431  0.003199  0.7123
  1000  7.310  0.007818  0.5856
```
